\section*{The sign of the isomer shift and the constant-density assumption, part 2}

A nucleus of charge $Ze$ ($e>0$) has an excited level $e$ and a ground level $g$; $\langle r^2\rangle$ is a level's mean square charge radius, and $\Delta$ means excited minus ground. The electron density at the nucleus is $\rho(0)$, with values $\rho_S$ in the source and $\rho_A$ in the absorber. The transition energies are $E_S$, $E_A$, and $E_\gamma$ for the bare nucleus. Units are SI unless stated.

The theorem assumes: (A1) constant electron density $\rho(0)$, and no other non-nuclear charge, in a sphere containing the nucleus; (A2) first-order energies, with electrons keeping their state when the nucleus changes level; (A3) level energies averaged over substates; (A4) recoil-free lines of equal shape, a thin absorber, no thermal motion. Relative to a point nucleus, a level rises by
\begin{equation}
\delta E=\frac{Ze^2}{6\varepsilon_0}\,\rho(0)\,\langle r^2\rangle . \label{level}
\end{equation}
The isomer shift $\delta=E_A-E_S$ and source velocity $v$ at resonance (positive on approach) are
\begin{align}
\delta&=\frac{Ze^2}{6\varepsilon_0}\,\Delta\langle r^2\rangle\,(\rho_A-\rho_S), \label{delta}\\
v&=\frac{c\,\delta}{E_\gamma}=\alpha\,(\rho_A-\rho_S),\qquad
\alpha=\frac{c\,Ze^2}{6\varepsilon_0E_\gamma}\,\Delta\langle r^2\rangle . \label{velocity}
\end{align}
Sign rule: $\alpha$ has the sign of $\Delta\langle r^2\rangle$. In material $X=S$ or $A$,
\begin{equation}
E_X=E_\gamma+\frac{Ze^2}{6\varepsilon_0}\,\rho_X\,\Delta\langle r^2\rangle . \label{gap}
\end{equation}
Lemma 2 obtains the spherical average of the potential $\varphi$ of all non-nuclear charges from the flux of $\nabla\varphi$ through a sphere of radius $r$:
\begin{equation}
\bar\varphi(r)=\varphi(0)+\frac{e\rho(0)}{6\varepsilon_0}\,r^2 . \label{phibar}
\end{equation}
With $k=Ze^2/4\pi\varepsilon_0$, an electron has potential energy $V=-k/r$ outside a uniform nucleus of radius $R$ ($R_e$, $R_g$ for the two levels), and
\begin{equation}
V(r)=-\frac{k}{2R}\Big(3-\frac{r^2}{R^2}\Big)\quad(r\le R),\qquad
\langle r^2\rangle=\int_0^R\frac{3s^4}{R^3}ds=\frac35R^2 . \label{sphere}
\end{equation}

Worked example, $^{57}$Fe and $^{119}$Sn respectively: $Z=26$, $50$; ground-state $R=1.2\,A^{1/3}$ fm $=4.618$, $5.902$ fm; $\Delta\langle r^2\rangle\approx-0.02$, $+0.007\ \mathrm{fm}^2$; $Ze^2/6\varepsilon_0=529.2$, $1017.6$ neV per $\mathrm{fm}^2a_0^{-3}$, with $a_0=52917.7$ fm. For $\rho_A-\rho_S=+3\,a_0^{-3}$, $v=-0.680$, $+0.267$ mm/s.

\section{How good the constant density is}

Assumption (A1) can be examined on one electron in the $1s$ state of the uniform nucleus \eqref{sphere}, which is solvable.

\paragraph{Lemma 5 (Hellmann--Feynman).} For a normalized eigenstate with density $\rho(r)$, and $x=r/R$,
\begin{equation}
\frac{dE}{d\langle r^2\rangle}=\frac{2\pi}{3}k\,\langle\rho\rangle_w,\qquad
\langle f\rangle_w=\frac{15}{2}\int_0^1f\,x^2(1-x^2)\,dx . \label{HF}
\end{equation}

\emph{Proof.} In the derivative of $E=\langle\psi|H|\psi\rangle$ the terms with $\partial_R\psi$ add up to $E\,\partial_R\langle\psi|\psi\rangle=0$, so $dE/dR=\int\rho\,\partial_RV\,d^3r$. From \eqref{sphere}, $\partial_RV=(3k/2R^2)(1-x^2)$ inside, and it is zero outside. Thus $dE/dR=6\pi kR\int_0^1\rho\,x^2(1-x^2)dx$. Division by $d\langle r^2\rangle/dR=6R/5$ gives the prefactor $5\pi k=\tfrac{2\pi}{3}k\cdot\tfrac{15}{2}$.

The same argument shows why the electrons may be held fixed in (A2): their relaxation does not enter at first order in $\Delta R$. The density in \eqref{HF} is that of the finite nucleus. From $\int_0^1x^{n+2}(1-x^2)dx=2/[(n+3)(n+5)]$ follows $\langle x^n\rangle_w=15/[(n+3)(n+5)]$, so $\langle1\rangle_w=1$, $\langle x^2\rangle_w=3/7$, $\langle x^4\rangle_w=5/21$, $\langle x^6\rangle_w=5/33$. A constant density reproduces the theorem.

\paragraph{Proposition 1 (Schr\"odinger equation).} Let $\eta=ZR/a_0$ and $\rho_{\rm pt}=Z^3/\pi a_0^3$, the $1s$ density at a point nucleus. To first order in $\eta$, the exact change of energy with $\langle r^2\rangle$ is the formula value times $1-\tfrac{40}{21}\eta$, and the exact shift from the point nucleus is the formula value times $1-\tfrac{80}{63}\eta$.

\emph{Proof.} In atomic units $u=r\psi$ obeys $u''=2(V-E)u$, with $V=V_0+V_2r^2$ inside, $V_0=-3Z/2R$, $V_2=Z/2R^3$. The term $ER^2$ is of order $\eta^2$ and is dropped. Inserting $u\approx r$ on the right and integrating twice gives
\begin{equation}
u=r+\frac{V_0r^3}{3}+\frac{V_2r^5}{10}=r\Big[1-\frac\eta2x^2+\frac{\eta}{20}x^4\Big],
\end{equation}
so $u(R)=R(1-\tfrac{9}{20}\eta)$ and $u'(R)=1-\tfrac32\eta+\tfrac14\eta=1-\tfrac54\eta$. Just outside, $u''=-2Zu/r$ has the solutions $r-Zr^2+\dots$ and $1-2Zr\ln r+\dots$, with amplitudes $B$ and $C$. Matching slopes, $B(1-2\eta)=1-\tfrac54\eta$ gives $B=1+\tfrac34\eta$. Matching values, $C=R(1-\tfrac9{20}\eta)-R(1+\tfrac34\eta-\eta)=-\tfrac15\eta R$. The slope $C\cdot2Z\ln R$ omitted in the first matching is of order $\eta^2\ln\eta$. On the atomic scale $1/Z$, which fixes the norm, $C$ compares with $B/Z$ as $\eta^2$, so normalization gives $B$ its point-nucleus value. The inner solution is then scaled by $1-\tfrac34\eta$ relative to the point amplitude, and
\begin{equation}
\rho(x)=\rho_{\rm pt}\Big[1-\frac32\eta-\eta x^2+\frac{\eta}{10}x^4\Big],\qquad
\frac{\langle\rho\rangle_w}{\rho_{\rm pt}}=1-\eta\Big(\frac32+\frac37-\frac1{42}\Big)=1-\frac{40}{21}\eta .
\end{equation}
Integrating over $d(R^2)=2R\,dR$ from $R=0$ turns the term linear in $R$ into $\tfrac23R\cdot R^2$, which gives $\tfrac23\cdot\tfrac{40}{21}=\tfrac{80}{63}$.

The exact level follows from the full power series inside and the decaying solution outside. With $E=-\lambda^2/2$, $p=2\lambda r$ and $u=p\,e^{-p/2}y$, the outer equation becomes Kummer's equation $py''+(2-p)y'-(1-Z/\lambda)y=0$, solved by Tricomi's function $U(1-Z/\lambda,2,p)$. The energy is the root, found by the secant method, at which $u'/u$ is continuous at $R$. For iron $\eta=2.269\times10^{-3}$. The ratio of the exact shift to the formula value is $0.99711$, beside $1-\tfrac{80}{63}\eta=0.99712$, and for $E(R_e)-E(R_g)$ it is $0.99566$, beside $1-\tfrac{40}{21}\eta=0.99568$. For tin $\eta=5.577\times10^{-3}$, and the pairs are $0.99287$, $0.99292$ and $0.98929$, $0.98938$. Halving $R$ gives shift ratios $0.99856$ and $0.99644$, half as far from unity.

\paragraph{Relativity.} The Schr\"odinger results above carry relativistic corrections. Their parameter $(Z\alpha_f)^2$ is $0.0360$ for iron and $0.1331$ for tin, larger than $\eta$ in both cases, so the check is repeated with the Dirac equation. Use $\hbar=m=c=1$ and $a=Z\alpha_f$, with $\alpha_f$ the fine-structure constant; then $k=a$ and $\eta=aR$. For $s_{1/2}$ states of total energy $\epsilon$ the radial Dirac equations and the density are
\begin{equation}
P'-\frac Pr=(\epsilon+1-V)Q,\qquad Q'+\frac Qr=-(\epsilon-1-V)P,\qquad \rho=\frac{P^2+Q^2}{4\pi r^2}. \label{dirac}
\end{equation}
For a point nucleus, $P=p\,r^\gamma$ and $Q=q\,r^\gamma$ at small $r$ give $(\gamma-1)p=aq$ and $(\gamma+1)q=-ap$, hence $\gamma=\sqrt{1-a^2}<1$. The density grows as $r^{2\gamma-2}$ towards the centre and diverges there. A point-nucleus value of $\rho(0)$ does not exist, and \eqref{level} loses its reference density. The difference of two finite nuclei, governed by \eqref{HF}, remains well defined, and \eqref{delta} needs only that.

\paragraph{Proposition 2 (Dirac equation).} To first order in $a^2$ and $\eta$, with $\rho(0)$ the central density of the finite nucleus,
\begin{align}
\frac{\rho(x)}{\rho(0)}&=1-\Big(\frac{a^2}{2}+\eta\Big)x^2+\Big(\frac{a^2}{10}+\frac{\eta}{10}\Big)x^4-\frac{a^2}{150}x^6, \label{profile}\\
\frac{\langle\rho\rangle_w}{\rho(0)}&=1-\Big(\frac4{21}+\frac1{990}\Big)a^2-\frac{17}{42}\eta . \label{deficit}
\end{align}

\emph{Proof.} Put $V=-w+br^2$ with $w=3a/2R$, $b=a/2R^3$, and $P=\sum p_nr^n$, $Q=\sum q_nr^n$, $p_1=1$. Equations \eqref{dirac} give
\begin{equation}
(n-1)p_n=(\epsilon+1+w)q_{n-1}-b\,q_{n-3},\qquad (n+1)q_n=-(\epsilon-1+w)p_{n-1}+b\,p_{n-3}. \label{series}
\end{equation}
The binding energy $1-\epsilon\approx a^2/2$ is smaller than $w$ by a factor of order $\eta$, so $\epsilon=1$ at this order. Keeping terms that contribute at order $a^2$ or $\eta$,
\begin{align}
q_2&=-\frac w3,\quad q_4=\frac b5,\quad p_3=-\frac{(2+w)w}{6},\nonumber\\
p_5&=\frac14\Big[\frac{(2+w)b}{5}+\frac{bw}{3}\Big]=\frac b{10}+\frac{2bw}{15},\quad p_7=-\frac{b^2}{30}.
\end{align}
The coefficients of $r^2$, $r^4$, $r^6$ in $(P^2+Q^2)/r^2$ are $2p_3+q_2^2=-\tfrac23w-\tfrac29w^2$, $2p_5+2q_2q_4=\tfrac15b+\tfrac2{15}bw$ and $2p_7+q_4^2=-\tfrac2{75}b^2$. Multiplying by $R^2$, $R^4$, $R^6$ with $wR=\tfrac32a$, $bR^3=\tfrac12a$ gives \eqref{profile}. The weighted mean has the $a^2$ coefficient $-\tfrac3{14}+\tfrac1{42}-\tfrac1{990}$ and the $\eta$ coefficient $-\tfrac37+\tfrac1{42}$, which is \eqref{deficit}.

For the exact level the series \eqref{series} is used in full. Outside, let $\lambda=\sqrt{1-\epsilon^2}$, $p=2\lambda r$, $P=\sqrt{1+\epsilon}\,e^{-p/2}p^\gamma(y_1+y_2)$ and $Q=-\sqrt{1-\epsilon}\,e^{-p/2}p^\gamma(y_1-y_2)$. Half the sum and half the difference of the two resulting equations are
\begin{equation}
py_1'+\nu y_1=\Big(1+\frac a\lambda\Big)y_2,\qquad py_2'+(2\gamma-\nu-p)y_2=\Big(1-\frac a\lambda\Big)y_1,
\end{equation}
with $\nu=\gamma-a\epsilon/\lambda$. Eliminating $y_2$ and using $\nu(2\gamma-\nu)=\gamma^2-a^2\epsilon^2/\lambda^2=1-a^2/\lambda^2$ gives $py_1''+(2\gamma+1-p)y_1'-\nu y_1=0$, so $y_1=U(\nu,2\gamma+1,p)$. The energy is the root at which $Q/P$ is continuous at $R$, and the norm is computed by Gauss--Legendre quadrature.

The central $1s$ density is $7064\,a_0^{-3}$ for iron, against $Z^3/\pi=5595$, and $84959\,a_0^{-3}$ for tin, against $39789$. These digits belong to the uniform sphere with $R=1.2\,A^{1/3}$ fm; with rms radii of $3.753$ and $4.644$ fm a uniform sphere gives $7051$ and $84764$ and a Fermi distribution (diffuseness $0.523$ fm) gives $7059$ and $84983$, shifts of up to about $0.2\%$. The factors are $1.263$ and $2.135$, much further from unity than $a^2$ alone suggests, because the growth of the density as $r^{2\gamma-2}$ continues from the atomic scale down to the nuclear radius; the nonrelativistic point-nucleus density would lower the formula value by these factors. With the Dirac density the formula gives, per electron, $529.2\times(-0.02)\times7064$ neV $=-74.8\ \mu$eV and $1017.6\times0.007\times84959$ neV $=+605.2\ \mu$eV. The exact differences $E(R_e)-E(R_g)$ are $-74.2\ \mu$eV and $+588.7\ \mu$eV, with the signs of $\Delta\langle r^2\rangle$. They fall short of the formula values by $0.77\%$ and $2.72\%$ of those values. Equation \eqref{deficit}, with $a^2=0.0360$ and $0.1331$, predicts $0.1915\times0.0360+0.405\times0.002269=0.78\%$ and $0.1915\times0.1331+0.405\times0.005577=2.77\%$. At the surface, \eqref{profile} gives $\rho(R)/\rho(0)=0.9833$ and $0.9408$, beside the exact $0.9835$ and $0.9426$; the neglected terms are of order $a^4$. Evaluating \eqref{HF} with the exact density and multiplying by $\Delta\langle r^2\rangle$ reproduces the exact differences within $2\times10^{-5}$ of their size, so the shortfall is due to the fall of the density across the nucleus.

\paragraph{Remark 4 (what survives).} The profile \eqref{profile} does not contain $\epsilon$, so at this order it is the same for every bound $s_{1/2}$ state of the one-electron model. The contribution of such states to the shift stays proportional to $\rho_A-\rho_S$, with $\alpha$ multiplied by the positive factor \eqref{deficit}. For these two nuclei, modelled as uniform spheres that differ only in radius, the sign rule is untouched, and the correction, $0.8\%$ and $2.7\%$, is smaller than the rounding of a $\Delta\langle r^2\rangle$ given to one figure. Its size depends on the nuclear model: a Fermi distribution gives $0.9\%$ and $3.0\%$ for a change of radius, and $1.1\%$ and $3.8\%$ for a change of diffuseness. In the Dirac theory $p_{1/2}$ states also have density at the nucleus, for $2p_{1/2}$ about $0.7\%$ and $2.7\%$ of the $2s$ value in the one-electron model; \eqref{deficit} is not derived for them, and their correction is slightly smaller, $0.71\%$ and $2.58\%$.

\paragraph{Remark 5 (where the theorem fails).} If the spherical average of the density is $\rho(0)+\rho_2r^2$, the flux in Lemma 2 gains $e\rho_2\,4\pi r^5/5\varepsilon_0$, the average potential gains $e\rho_2r^4/20\varepsilon_0$, and the gap \eqref{gap} gains $(Ze^2/20\varepsilon_0)\rho_2\,\Delta\langle r^4\rangle$. The shift then depends on the shape of the nuclear charge as well as on its mean square radius. By \eqref{profile} the ratio $\rho_2R^2/\rho(0)$ is $-(a^2/2+\eta)$, in which $a^2/2$ is the dominant part for both nuclei, so (A1) worsens roughly as $Z^2$. The new term can decide the sign only if $\Delta\langle r^2\rangle$ is as small in magnitude as about $\tfrac{3}{20}a^2|\Delta\langle r^4\rangle|/R^2$ (the size at which $\tfrac16|\Delta\langle r^2\rangle|$ equals $\tfrac1{20}\cdot\tfrac{a^2}{2}|\Delta\langle r^4\rangle|/R^2$), as for two levels that differ in shape at nearly equal $\langle r^2\rangle$. This estimate omits the $x^4$ and $x^6$ terms of the density, which are of the same order in $a^2$; for Fermi distributions that differ in radius and diffuseness the sign changes at $0.86$ (iron) and $0.81$ (tin) of the stated size. Apart from this, nuclei that vibrate with mean square velocity $\langle u^2\rangle$ have their transition energy multiplied by $1-\langle u^2\rangle/2c^2$ through time dilation. If $\langle u^2\rangle$ differs between source and absorber, (A4) fails, and the measured line centre contains this difference in addition to \eqref{velocity}. The term is not negligible: in a Debye model with Debye temperatures between 450 K and 200 K, warming the absorber from 78 K to 300 K moves the line by $-0.12$ to $-0.15$ mm/s for iron and by $-0.06$ to $-0.07$ mm/s for tin, about a fifth of the shifts in the worked example.
